# INEPT with product operators: antiphase polarisation transfer to carbon-13 and nitrogen-15: a program that tests the result

```python
"""
INEPT on a pair of spins 1/2, I (proton) and S (13C or 15N).
Result under test, with phi = 2 pi J tau and tau = half of the echo:
  gI*Iz + gS*Sz  ->  gI*(Iy cos(phi) - 2IzSy sin(phi)) + gS*Sy
so each line of the S doublet gains (gI/gS) sin(phi) over the mean line
of direct excitation.
gI, gS: gyromagnetic ratios; J: coupling in Hz; offsets in rad/s.
Pulses and delays act as rho -> U rho U^+ with U = exp(-i * generator).
The simulation multiplies 4x4 matrices; the formulas are used only in tests.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
Ix, Iy, Iz = [np.kron(s, one) for s in (sx, sy, sz)]
Sx, Sy, Sz = [np.kron(one, s) for s in (sx, sy, sz)]
S_plus = Sx + 1j * Sy
OFFSET_I, OFFSET_S = 2 * np.pi * 700.0, -2 * np.pi * 310.0


def act(rho, generator):
    U = expm(-1j * generator)
    return U @ rho @ U.conj().T


def coefficient(rho, operator):
    return (np.trace(operator @ rho) / np.trace(operator @ operator)).real


def echo(rho, J, tau, flip_I=True, flip_S=True):
    H = OFFSET_I * Iz + OFFSET_S * Sz + 2 * np.pi * J * Iz @ Sz
    rho = act(rho, H * tau)
    rho = act(rho, np.pi * (flip_I * Ix + flip_S * Sx))
    return act(rho, H * tau)


def inept(rho, J, tau, last_axis=Iy, flip_I=True, flip_S=True):
    rho = act(rho, np.pi / 2 * Ix)
    rho = echo(rho, J, tau, flip_I, flip_S)
    rho = act(rho, np.pi / 2 * last_axis)
    return act(rho, np.pi / 2 * Sx)


def line_amplitudes(rho, J):
    """Fourier amplitudes of the S lines for I in alpha and in beta."""
    times = np.arange(16) / 16 * 2 / abs(J)
    fid = np.array([np.trace(S_plus @ act(rho, 2 * np.pi * J * t * Iz @ Sz))
                    for t in times])
    return np.array([np.mean(fid * np.exp(-2j * np.pi * f * times))
                     for f in (J / 2, -J / 2)])


# Operator pathway, for both signs of J and arbitrary initial weights
for J in (150.0, -90.0):
    for tau in (0.0004, 0.0013, 0.0031):
        phi = 2 * np.pi * J * tau
        c, s = np.cos(phi), np.sin(phi)
        after_echo = echo(act(Iz, np.pi / 2 * Ix), J, tau)
        assert np.allclose(after_echo, Iy * c - 2 * Ix @ Sz * s, atol=1e-11)
        final = inept(4.0 * Iz + 0.7 * Sz, J, tau)
        expected = 4.0 * (Iy * c - 2 * Iz @ Sy * s) + 0.7 * Sy
        assert np.allclose(final, expected, atol=1e-11)
        # Only I inverted: coupling refocused, no antiphase S term
        only_I = inept(Iz, J, tau, flip_S=False)
        assert abs(coefficient(only_I, 2 * Iz @ Sy)) < 1e-11
        # No inversion: transfer depends on the offset of I
        none = inept(Iz, J, tau, flip_I=False, flip_S=False)
        assert abs(coefficient(none, 2 * Iz @ Sy)
                   - s * np.cos(2 * OFFSET_I * tau)) < 1e-11
        # Last I pulse along x: unobservable multiple-quantum coherence
        wrong = inept(Iz, J, tau, last_axis=Ix)
        assert abs(coefficient(wrong, 2 * Iz @ Sy)) < 1e-11
        assert abs(coefficient(wrong, 2 * Ix @ Sy) - s) < 1e-11
        assert np.max(np.abs(line_amplitudes(wrong, J))) < 1e-11

# Pathway coefficients at a delay below the optimum
J_demo, tau_demo = 150.0, 0.001
demo = inept(Iz, J_demo, tau_demo)
print(f"Short-delay example: J = {J_demo:.0f} Hz, tau = {tau_demo*1e3:.2f} ms")
print(f"  phi = {np.degrees(2*np.pi*J_demo*tau_demo):.1f} degrees")
print(f"  coefficient of Iy    = {coefficient(demo, Iy):+.4f}")
print(f"  coefficient of 2IzSy = {coefficient(demo, 2*Iz@Sy):+.4f}")

# Moments in nuclear magnetons; 13C and 15N are inputs rounded to 4 figures
mu_H = const.value("proton mag. mom. to nuclear magneton ratio")
mu_N = const.value("nuclear magneton")
field, temperature = 10.0, 300.0
print(f"Field = {field:.1f} T, temperature = {temperature:.0f} K")
print(f"Proton moment = {mu_H:.4f} nuclear magnetons")
nuclei = {"13C": (0.7024, 150.0), "15N": (-0.2831, -90.0)}

for name, (mu_S, J) in nuclei.items():
    # Zeeman energy -2 mu B m for each spin 1/2, full Boltzmann operator
    energy = -2 * mu_N * field * (mu_H * Iz + mu_S * Sz)
    rho_eq = expm(-energy / (const.k * temperature))
    rho_eq = rho_eq / np.trace(rho_eq)
    pol_I = 2 * np.trace(rho_eq @ Iz).real
    pol_S = 2 * np.trace(rho_eq @ Sz).real
    ratio = mu_H / mu_S
    assert abs(pol_I / pol_S / ratio - 1) < 1e-6

    # Search for the best delay between 0 and 1/(2|J|)
    delays = np.linspace(0, 1 / (2 * abs(J)), 201)
    transfer = [abs(coefficient(inept(Iz, J, t), 2 * Iz @ Sy))
                for t in delays]
    tau = delays[int(np.argmax(transfer))]
    assert abs(tau - 1 / (4 * abs(J))) < 1e-9

    # The direct lines are weighted by the alpha and beta populations of I,
    # so their mean is the reference for both INEPT lines
    direct_rho = act(rho_eq, np.pi / 2 * Sx)
    direct = line_amplitudes(direct_rho, J)
    reference = np.mean(direct)
    asymmetry = ((direct[0] - direct[1]) / (direct[0] + direct[1])).real
    assert abs(asymmetry - pol_I) < 1e-7

    rho_plus = inept(rho_eq, J, tau)
    rho_minus = inept(rho_eq, J, tau, last_axis=-Iy)
    rho_cycled = (rho_plus - rho_minus) / 2
    raw = line_amplitudes(rho_plus, J) / reference
    cycled = line_amplitudes(rho_cycled, J) / reference
    gain = ratio * np.sin(2 * np.pi * J * tau)
    assert np.allclose(raw, [gain - 1, -gain - 1], atol=1e-5)
    assert np.allclose(cycled, [gain, -gain], atol=1e-5)
    # With I decoupled the signal is constant on resonance: here it vanishes
    decoupled = np.trace(S_plus @ rho_cycled) / np.trace(S_plus @ direct_rho)
    assert abs(decoupled) < 1e-6

    print(f"{name}: moment = {mu_S:+.4f} nuclear magnetons, J = {J:+.0f} Hz")
    print(f"  proton polarisation = {pol_I*1e6:.2f} ppm")
    print(f"  {name} polarisation = {pol_S*1e6:+.2f} ppm")
    print(f"  direct-line asymmetry = {asymmetry*1e6:.2f} ppm")
    print(f"  gamma_I/gamma_S = {ratio:+.3f}")
    print(f"  best tau = {tau*1e3:.3f} ms")
    print(f"  sin(2 pi J tau) = {np.sin(2*np.pi*J*tau):+.3f}")
    print(f"  lines/mean direct, no cycle: alpha {raw[0].real:+.3f},"
          f" beta {raw[1].real:+.3f}")
    print(f"  lines/mean direct, cycled:   alpha {cycled[0].real:+.3f},"
          f" beta {cycled[1].real:+.3f}")

# Delay set for one coupling, used for others (13C)
J_set = 150.0
tau_set = 1 / (4 * J_set)
ratio_C = mu_H / nuclei["13C"][0]
print(f"13C with tau fixed for {J_set:.0f} Hz:")
for J in (125.0, 150.0, 200.0):
    amplitude = -coefficient(inept(Iz, J, tau_set), 2 * Iz @ Sy)
    assert abs(amplitude - np.sin(np.pi * J / (2 * J_set))) < 1e-11
    print(f"  J = {J:.0f} Hz: transfer {amplitude:.4f},"
          f" gain per line {ratio_C*amplitude:.3f}")

print("OK")
```

Running it gives:

```
Short-delay example: J = 150 Hz, tau = 1.00 ms
  phi = 54.0 degrees
  coefficient of Iy    = +0.5878
  coefficient of 2IzSy = -0.8090
Field = 10.0 T, temperature = 300 K
Proton moment = 2.7928 nuclear magnetons
13C: moment = +0.7024 nuclear magnetons, J = +150 Hz
  proton polarisation = 34.06 ppm
  13C polarisation = +8.57 ppm
  direct-line asymmetry = 34.06 ppm
  gamma_I/gamma_S = +3.976
  best tau = 1.667 ms
  sin(2 pi J tau) = +1.000
  lines/mean direct, no cycle: alpha +2.976, beta -4.976
  lines/mean direct, cycled:   alpha +3.976, beta -3.976
15N: moment = -0.2831 nuclear magnetons, J = -90 Hz
  proton polarisation = 34.06 ppm
  15N polarisation = -3.45 ppm
  direct-line asymmetry = 34.06 ppm
  gamma_I/gamma_S = -9.865
  best tau = 2.778 ms
  sin(2 pi J tau) = -1.000
  lines/mean direct, no cycle: alpha +8.865, beta -10.865
  lines/mean direct, cycled:   alpha +9.865, beta -9.865
13C with tau fixed for 150 Hz:
  J = 125 Hz: transfer 0.9659, gain per line 3.841
  J = 150 Hz: transfer 1.0000, gain per line 3.976
  J = 200 Hz: transfer 0.8660, gain per line 3.443
OK
```
